# Intrinsic voltage gain of a subthreshold transistor and its drain-induced barrier lowering

**The device.** An n-channel MOS transistor has a grounded source and a fixed body voltage. Its gate and drain voltages are $V_{GS}$ and $V_{DS}$, and $\phi=kT/q$ is the thermal voltage, with $q>0$ the elementary charge. Energies are measured from the source Fermi level, so the drain Fermi level is at $-qV_{DS}$. In subthreshold the current is limited by a barrier of height $E_b\gg kT$. Near the operating point the gate and drain lower it linearly:

$$E_b=E_T-\frac{q}{n}\left(V_{GS}-V_{T0}+\sigma V_{DS}\right).$$

Here $E_T$ is the barrier height chosen to define threshold, $n$ is the ideality factor and $\sigma$ is the drain-induced barrier lowering (DIBL) coefficient. The barrier equals $E_T$ when $V_{GS}=V_T=V_{T0}-\sigma V_{DS}$, so $\sigma=-\partial V_T/\partial V_{DS}$, a positive number in V/V. Take $n$ and $\sigma$ as independent of bias.

The numerical case is $I_D=100$ nA in a device 1 µm wide, with $n=1.3$, $\sigma=50$ mV/V and $V_{DS}=0.5$ V.

## (a) Find the drain current

**Question.** One conducting mode carries $I_D=(2q/h)\int_{E_b}^{\infty}(f_S-f_D)\,dE$, where $f_S$ and $f_D$ are the Fermi functions of source and drain. Evaluate it for $E_b\gg kT$.

**Answer.** All contributing energies lie many $kT$ above both Fermi levels, so $f_S\approx e^{-E/kT}$ and $f_D\approx e^{-(E+qV_{DS})/kT}$. Then

$$I_D=\frac{2q}{h}\left(1-e^{-V_{DS}/\phi}\right)\int_{E_b}^{\infty}e^{-E/kT}dE=\frac{2q\,kT}{h}\,e^{-E_b/kT}\left(1-e^{-V_{DS}/\phi}\right).$$

Inserting $E_b$ gives

$$I_D=I_0\exp\left(\frac{V_{GS}-V_{T0}+\sigma V_{DS}}{n\phi}\right)\left(1-e^{-V_{DS}/\phi}\right),\qquad I_0=\frac{2q\,kT}{h}e^{-E_T/kT}.$$

The last bracket is source injection minus drain injection. Several equivalent modes multiply $I_0$ by a constant, which does not affect what follows as long as $I_0$ is independent of bias.

## (b) Find the gain and its saturated limit

**Question.** The intrinsic gain $A$ is the magnitude of the small-signal voltage gain into an ideal current-source load. Show that in drain saturation $A$ is the reciprocal of the DIBL coefficient, whatever $T$ and $n$ are, and evaluate it.

**Answer.** The load holds the drain current constant, so $0=g_m\,dV_{GS}+g_{ds}\,dV_{DS}$, with $g_m=\partial I_D/\partial V_{GS}$ and $g_{ds}=\partial I_D/\partial V_{DS}$. Hence $dV_{DS}/dV_{GS}=-g_m/g_{ds}$ and $A=g_m/g_{ds}$.

Differentiating $\ln I_D$ gives

$$\frac{g_m}{I_D}=\frac{1}{n\phi},$$

$$\frac{g_{ds}}{I_D}=\frac{\sigma}{n\phi}+\frac{e^{-V_{DS}/\phi}}{\phi\,(1-e^{-V_{DS}/\phi})}=\frac{\sigma}{n\phi}+\frac{1}{\phi\,(e^{V_{DS}/\phi}-1)}.$$

Dividing the first by the second, and multiplying numerator and denominator by $n\phi$,

$$A=\frac{1}{\sigma+\dfrac{n}{e^{V_{DS}/\phi}-1}}\;\longrightarrow\;\frac1\sigma\qquad\text{when } e^{V_{DS}/\phi}\gg\frac{n}{\sigma}.$$

The factor $1/(n\phi)$ measures how steeply the current responds to the barrier. It multiplies both conductances and cancels. What remains is the ratio of gate control to drain control over the barrier.

For 50 mV/V, $A=1/0.050=20$, or $20\log_{10}20=26.0$ dB. At 300 K, $\phi=25.85$ mV and

$$g_m=\frac{100\ \text{nA}}{1.3\times25.85\ \text{mV}}=2.976\ \mu\text{S},\qquad g_{ds}=0.1488\ \mu\text{S}.$$

At 77 K, with current, $n$ and $\sigma$ held fixed, $\phi=6.635$ mV. Then $g_m=11.59$ µS and $g_{ds}=0.5796$ µS. Both conductances rise by the same factor and the gain is still 20.0.

Without DIBL the limit is different. Setting $\sigma=0$ gives $A=(e^{V_{DS}/\phi}-1)/n$, which depends on both $n$ and $T$ and keeps growing with drain voltage. In this model it is DIBL that sets the ceiling and makes it independent of them.

## (c) How much drain voltage is needed?

**Question.** Find the $V_{DS}$ at which the gain is a fraction $\varepsilon$ below its limit, and evaluate it for 10% and 1%.

**Answer.** Write $A=(1/\sigma)/(1+x)$ with $x=n/[\sigma(e^{V_{DS}/\phi}-1)]$. The condition $1/(1+x)=1-\varepsilon$ gives $x=\varepsilon/(1-\varepsilon)$. Solving for the exponential,

$$e^{V_{DS}/\phi}=1+\frac{n}{\sigma x},\qquad V_{DS}=\phi\ln\left[1+\frac{n(1-\varepsilon)}{\varepsilon\sigma}\right].$$

For $\varepsilon=0.1$ the square bracket is $1+1.3\times0.9/0.005=235$, and for $\varepsilon=0.01$ it is 2575. At 300 K the voltages are 141 mV and 203 mV; at 77 K they are 36 mV and 52 mV. The required voltage does depend on temperature, and weakly on $n$, although the limiting gain does not.

A drain voltage of 0.1 V shows the difference. At 300 K the gain is 12.9, because carriers injected from the drain still matter; at 77 K it is 20.0.

## (d) What does "independent of temperature" mean?

**Question.** Extend the result to a current that is not exponential in gate voltage, and state which DIBL coefficient a real device's gain measures.

**Answer.** Suppose that in saturation the current depends on the two voltages through the barrier height alone, $I_D=F(u;T)$ with $u=V_{GS}+\sigma V_{DS}$. The chain rule gives $g_m=F'$ and $g_{ds}=\sigma F'$, so $A=1/\sigma$ for any smooth $F$ with $F'\neq0$.

If the drain also changes the current in other ways, the constant-current condition of part (b) still gives

$$\frac1A=\frac{g_{ds}}{g_m}=-\left(\frac{\partial V_{GS}}{\partial V_{DS}}\right)_{I_D}\equiv\sigma_I .$$

The gain is therefore the reciprocal of $\sigma_I$, the differential gate shift at constant current, taken at the operating bias and temperature. The quantities $n$ and $\phi$ cancel at a given coefficient, but the coefficient itself may change with temperature.

## (e) Reading DIBL from two curves

**Question.** DIBL is extracted at 300 K from the gate voltages $V_{G1}$ and $V_{G2}$ that give the same subthreshold current at $V_1=0.05$ V and $V_2=1.0$ V. What does this reading contain?

**Answer.** Equating $\ln I_D$ at the two points, and cancelling $I_0$ and $V_{T0}$,

$$\frac{V_{G1}+\sigma V_1}{n\phi}+\ln(1-e^{-V_1/\phi})=\frac{V_{G2}+\sigma V_2}{n\phi}+\ln(1-e^{-V_2/\phi}).$$

Therefore

$$\frac{V_{G1}-V_{G2}}{V_2-V_1}=\sigma+\frac{n\phi}{V_2-V_1}\ln\frac{1-e^{-V_2/\phi}}{1-e^{-V_1/\phi}} .$$

The second term arises because the low-voltage curve is not saturated. Here it is 5.5 mV/V, so a true 50 mV/V is read as 55.5 mV/V. If instead the reading is 50 mV/V, then $\sigma=44.5$ mV/V and the saturated gain is 22.5. This takes $\sigma$ as constant between the two drain voltages. If it varies, the first term is its average over that interval, which need not be the value that sets the gain at the operating point. The variation can exceed the correction above: in the barrier model of part (f) at 300 K, $\sigma_I$ is 64 mV/V at 0.2 V, 50 at 0.5 V and 39 at 1.0 V.

## (f) How far does $\sigma_I$ move on cooling?

**Question.** Model the barrier of a short channel, and estimate how the gain changes at 77 K and at 4.2 K.

**Answer.** *The potential.* Let $\psi(x)$ be the channel potential and $\psi_L$ its long-channel value. Treat the controlled silicon as a layer of depth $d$ and permittivity $\epsilon_s$, coupled to gate and body by a total capacitance $C$ per area. A deviation $\psi-\psi_L$ sends extra vertical flux $C(\psi-\psi_L)$ out of the layer. With mobile charge neglected, the lateral field must supply it: $\epsilon_s d\,\psi''=C(\psi-\psi_L)$. Thus

$$\psi''=\frac{\psi-\psi_L}{\lambda^2},\qquad \lambda^2=\frac{\epsilon_s d}{C}.$$

I take $\lambda=10$ nm and, at the operating gate voltage, $\psi-\psi_L=0.40$ V at the source and $0.40\ \text{V}+V_{DS}$ at the drain. The contacts fix $\psi$ at the two ends, so a change of gate voltage moves only $\psi_L$, with $d\psi_L/dV_{GS}=1/n$. The minimum of $\psi$ is the top of the electron barrier. For the channel length of 63.5 nm chosen below, it lies $\Delta=49.9$ mV above $\psi_L$, which is 0.35 V below the source value. This is a reference profile deep in subthreshold: with a mobility of 200 cm²/Vs and a source sheet density of $10^{13}$ cm$^{-2}$ it carries about 0.6 nA at 300 K. Reaching 100 nA takes 0.19 V more on the gate and moves the 300 K gain found below from 20.0 to 21.3.

*The current.* For drift and diffusion with mobility $\mu$, width $W$, sheet density $N e^{(\psi-V_F)/\phi}$ and quasi-Fermi voltage $V_F$, the current is $I_D=Wq\mu N e^{(\psi-V_F)/\phi}\,dV_F/dx$. Moving $e^{\psi/\phi}$ to the left and integrating from source to drain,

$$I_D\int_0^L e^{-\psi/\phi}dx=Wq\mu N\phi\left(1-e^{-V_{DS}/\phi}\right).$$

Near its minimum $\psi_t$ at $x_t$, $\psi\approx\psi_t+\Delta(x-x_t)^2/2\lambda^2$. The Gaussian integral is $e^{-\psi_t/\phi}\lambda\sqrt{2\pi\phi/\Delta}$, so in saturation

$$\phi\ln I_D\approx\psi_t+\frac{\phi}{2}\ln\Delta+\text{terms independent of bias}.$$

The drain raises the current by lowering the barrier and also by narrowing it. Expressed as an equivalent change of barrier potential, as in this formula, the second effect is proportional to $T$.

*Cooling to 77 K.* A channel length of 63.5 nm makes $\sigma_I=50.0$ mV/V at 300 K when the full integral is used. Barrier height alone accounts for 39.5 mV/V. With geometry and all potentials held fixed, $\sigma_I$ at 77 K is 42.3 mV/V and the gain is 23.6. This isolates the effect of temperature on the narrowing term, but the current itself then falls to a level too small to measure. To keep a usable current the gate must be raised, which changes the potential profile. In this model that is the larger effect. Restoring the 300 K current at fixed mobility and source density takes 0.39 V more on the gate, lowers $\psi-\psi_L$ at the source to about 0.10 V and weakens the drain's hold on the barrier top, so the gain rises to 34.

The Gaussian formula explains the shift. In this profile $d\ln\Delta/dV_{DS}=0.554$ per V, so the barrier top moves by $49.9\times0.554=27.6$ mV per volt of drain. Since this corresponds to 39.5 mV of gate voltage, the conversion factor is 1.43. Leaving out the gate's own effect on the barrier width, the narrowing term is then $\tfrac12\times25.85\times0.554\times1.43=10.2$ mV/V at 300 K and 2.6 mV/V at 77 K. With the gate's effect included, the formula gives about 11.5 and 2.9 mV/V; the full integrals give 10.5 and 2.8 mV/V.

*Tunnelling at 4.2 K.* Near its top the barrier is an inverted parabola with $m\omega^2=q\Delta/\lambda^2$. At a depth $\delta=E_b-E$ below the top, the semiclassical transmission exponent is

$$\frac{2}{\hbar}\int_{-a}^{a}\sqrt{2m\delta-m^2\omega^2x^2}\,dx=\frac{2\pi\delta}{\hbar\omega},\qquad a=\sqrt{\frac{2\delta}{m\omega^2}},$$

because the integral is half the area of an ellipse, $\tfrac{\pi}{2}a\sqrt{2m\delta}=\pi\delta/\omega$. The transmission falls as $e^{-\delta/w}$ with $w=\hbar\omega/2\pi$. For $m=0.19$ electron masses, $w=2.25$ meV, which equals $kT$ at 26 K.

Well below that temperature the source states are filled up to zero energy, and $I_D\propto\int_{-\infty}^{0}e^{(E-E_b)/w}dE=w\,e^{-E_b/w}$. If $w$ is fixed and the barrier top follows the gate as $1/n$, the subthreshold swing becomes $n(w/q)\ln10=6.7$ mV per decade, against 1.1 without tunnelling. In measured silicon transistors the swing also saturates at low temperature through band-tail and interface states, which this model leaves out, so a saturated swing does not by itself show tunnelling. The current then still depends on barrier height alone and the gain stays at 20.0, as part (d) requires.

The drain also sharpens the barrier. Since $w\propto\sqrt\Delta$, $d\ln w/dV_{DS}=0.277$ per V. For $E_b=12w$,

$$\frac{d\ln I_D}{dV_{DS}}=\frac{q\sigma}{nw}+\left(1+\frac{E_b}{w}\right)\frac{d\ln w}{dV_{DS}}=17.1+3.6=20.7\ \text{V}^{-1}.$$

The gain falls to $20\times17.1/20.7=16.5$. This is an estimate: it borrows the 300 K profile and ignores the gate's effect on $w$. It also takes 50 mV/V as the coefficient of the barrier height, so it shows what sharpening does to a gain of 20, not how the device of the 77 K example changes on cooling. For that device the height coefficient is 39.5 mV/V. Its barrier top moves 27.6 mV per volt of drain and follows the gate as $1/1.43$, not $1/n$. The first term is then $27.6/2.25=12.3$ V$^{-1}$ and the sum 15.9 V$^{-1}$. With $g_m/I_D=q/(1.43\,w)=311$ V$^{-1}$, the gain is 19.6 for the borrowed profile. Solving the Schrödinger equation through the full profile gives 19.2 and a swing of 8.1 mV per decade. That profile has a barrier of $12w$ only if the source Fermi level lies 0.32 eV above the source band edge. If instead the gate is raised until the barrier is $12w$, the profile changes and the gain is 25 to 33 for a Fermi level 0.10 to 0.02 eV above the band edge.

**Comparison with real transistors.** The parameters are rough typical values for a planar silicon transistor with a channel of some tens of nanometres, chosen separately rather than derived from one structure. The assumption most in doubt is that the drain changes only the barrier's height. With the 300 K potential profile kept, the models above take a device with a gain of 20 at 300 K to about 24 at 77 K and back to near 20 at 4.2 K. A real device is cooled at a usable current, so its gate must be raised. That changes the barrier profile, and in this model it raises both cold gains well above those figures, to about 34 at 77 K and 25 to 33 at 4.2 K. These values keep $\lambda$, $n$, the mobility and the contact potentials fixed, so they show the size of the effect in the model and are not a prediction for a measured device. The 77 K figure assumes diffusion across the barrier top. That region is only some 10 to 20 nm wide, so injection from the source can also limit the current; narrowing then matters less and the rise on cooling is smaller. If the barrier height alone has a coefficient of 50 mV/V, sharpening lowers the 4.2 K gain from 20 to about 17 for the barrier of $12w$ assumed above. Two other effects are smaller for these numbers. An assumed drain leakage of 10 pA, growing by a factor $e$ per 0.15 V, adds 67 pS to $g_{ds}$ and lowers the 300 K gain to 19.99. Mobile charge at the barrier top, for an assumed mobility of 200 cm²/Vs and a 1.5 nm oxide, has a capacitance of about 0.3% of the oxide's at 300 K and 2% at 77 K (half the values in the numerical output, which leave out the fall of the quasi-Fermi level between the source and the barrier top), so neglecting it is less safe in the cold device at the same current. With the raised-gate profile the 77 K figure is about 3%. The numerical output lists the values used.

## Values computed for the example and the checks

```
DIBL coefficient: 50.0 mV/V; ideality n: 1.30
Drain current: 100 nA; width: 1.0 um
Drain voltage: 0.50 V
Limiting gain 1/DIBL: 20.00 = 26.02 dB
[300 K] thermal voltage: 25.852 mV
[300 K] gm: 2.976 uS; gds: 0.1488 uS
[300 K] gain at bias: 20.0000
[300 K] gain at VDS = 0.1 V: 12.86
[300 K] VDS for 10% loss: 141.1 mV; 1% loss: 203.0 mV
[77 K] thermal voltage: 6.635 mV
[77 K] gm: 11.593 uS; gds: 0.5796 uS
[77 K] gain at bias: 20.0000
[77 K] gain at VDS = 0.1 V: 20.00
[77 K] VDS for 10% loss: 36.2 mV; 1% loss: 52.1 mV
Largest relative gap, quadrature vs gain formula: 5.3e-06
Saturated gains, n = 1.0 to 1.8, 4.2 to 300 K: 20.0000 to 20.0000
Two-point DIBL read at 0.05 V and 1.00 V, 300 K: 55.52 mV/V
Excess over true DIBL: 5.52 mV/V
Gain if the two-point reading itself is 50 mV/V: 22.48
Barrier model: decay length 10.0 nm, source rise 0.40 V
Channel length giving 50 mV/V at 300 K: 63.5 nm
Barrier-top potential above long-channel value: 49.9 mV
DIBL of barrier height alone: 39.52 mV/V
[300 K] constant-current DIBL: 50.00 mV/V; gain: 20.00
[77 K] constant-current DIBL: 42.34 mV/V; gain: 23.62
Electron mass for tunnelling: 0.19 m_e
Tunnelling energy w: 2.25 meV; crossover: 26.1 K
[4.2 K] swing with tunnelling: 6.74 mV/decade
[4.2 K] swing without tunnelling: 1.08 mV/decade
[4.2 K] gain with fixed w: 20.000
Relative change of w with drain voltage: 0.277 per V
[4.2 K] gain with drain-dependent w: 16.54
Drain leakage: 10 pA, e-fold 0.15 V, conductance 66.7 pS
[300 K] gain with leakage: 19.991
Mobility: 200 cm2/Vs; oxide thickness: 1.5 nm
Mobile-charge/oxide capacitance: 0.56 % at 300 K, 4.44 % at 77 K
```
